\section*{Second variation is diagonalization in a truncated space, not perturbation theory}

\section{The result and the belief}

Second variation treats spin-orbit coupling in two steps. A scalar Hamiltonian $H_0$ is diagonalized first. The full Hamiltonian $H_0+\lambda W$, with spin-orbit operator $\lambda W$, is then diagonalized in the space of the $n$ lowest scalar eigenstates, each taken with both spins. If the scalar basis has $N$ functions and $n=N$, the result is the spectrum of the one-step spinor calculation in the same basis, whatever the size of $\lambda$. If $n<N$, every level is an upper bound to its one-step counterpart, and the bound cannot rise when $n$ grows. The approximation lies in the size of the space, not in an expansion in $\lambda$.

The contrary belief is that second variation is perturbation theory in the spin-orbit strength, and so fails once that strength is comparable with the level spacings. The belief has reasons behind it. Spin-orbit coupling enters after a calculation without it, and its matrix elements are taken between unperturbed states, as in perturbation theory. There is even a case in which the two agree: if the retained states form a single degenerate level, second variation diagonalizes $\lambda W$ within that level, which is first-order degenerate perturbation theory. In general, however, the retained states have different energies, and the matrix that is diagonalized contains these energies together with all couplings among the states.

\section{Keeping all states}

I use Hartree atomic units with $\hbar=1$. The potential and the wave vector are fixed, and the same $N$ scalar basis functions serve for both spins. Let $H$ and $S$ be the $N\times N$ Hamiltonian and overlap matrices of the scalar problem. The first variation gives
\begin{equation}
HC=SC\varepsilon,\qquad C^\dagger SC=1,
\end{equation}
where the columns of $C$ are the eigenvectors and $\varepsilon$ is the diagonal matrix of their energies. Multiplying the first relation by $C^\dagger$ gives $C^\dagger HC=\varepsilon$.

Spinor matrices have twice the dimension. Write $\mathcal H=\mathrm{diag}(H,H)$, $\mathcal S=\mathrm{diag}(S,S)$, $\mathcal C=\mathrm{diag}(C,C)$, and let $\mathcal W$ be the matrix of $W$ in the spinor basis. The one-step problem is
\begin{equation}
(\mathcal H+\lambda\mathcal W)x=E\,\mathcal S x .
\end{equation}
The basis is linearly independent, so $C$ is invertible and every $x$ can be written as $x=\mathcal C y$. Inserting this and multiplying from the left by $\mathcal C^\dagger$ gives
\begin{equation}
\left[\begin{pmatrix}\varepsilon&0\\0&\varepsilon\end{pmatrix}
+\lambda\,\mathcal C^\dagger\mathcal W\mathcal C\right]y=E\,y .
\label{eq:sv}
\end{equation}
This is the second-variational problem with $n=N$. Since $\mathcal C^\dagger$ is invertible too, the argument runs in both directions, and the two problems have the same eigenvalues. Nothing was expanded and $\lambda$ was not assumed small.

\section{Keeping fewer states}

For $n<N$ only the rows and columns of the $n$ lowest scalar states of each spin are kept in Eq.~\eqref{eq:sv}. Let $E_j(n)$ be the $j$th eigenvalue in ascending order, and let $n'>n$, so that the smaller space lies inside the larger one.

Take the span of the $j$ lowest eigenvectors found in the smaller space. It contains a nonzero vector $\phi$ orthogonal to the $j-1$ lowest eigenvectors of the larger space, because $j$ coefficients are subject to only $j-1$ linear conditions. The mean energy of $\phi$ is at most $E_j(n)$, since $\phi$ is built from states of the smaller problem up to the $j$th. It is at least $E_j(n')$, since $\phi$ contains only states of the larger problem from the $j$th upward. Hence
\begin{equation}
E_j(N)\le E_j(n')\le E_j(n).
\end{equation}
A perturbation series cut at finite order offers no such bound in general.

The size of the truncation error follows from eliminating the discarded states. Let $P$ label retained and $Q$ discarded spinor states. The two block rows of Eq.~\eqref{eq:sv} are
\begin{align}
(\varepsilon_P+\lambda W_{PP})y_P+\lambda W_{PQ}y_Q&=Ey_P,\\
\lambda W_{QP}y_P+(\varepsilon_Q+\lambda W_{QQ})y_Q&=Ey_Q .
\end{align}
Solving the second row for $y_Q$ and inserting it in the first gives
\begin{equation}
\left[\varepsilon_P+\lambda W_{PP}
+\lambda^2W_{PQ}\,(E-\varepsilon_Q-\lambda W_{QQ})^{-1}W_{QP}\right]y_P=Ey_P .
\end{equation}
Second variation keeps the first two terms and omits the third. Let $\Psi_i$ be a normalized second-variational eigenvector with energy $E_i(n)$. Suppose that the omitted term is small compared with the distance to other retained levels that it can couple to $\Psi_i$, and that both this term and $\lambda W_{QQ}$ are small compared with the distance to the discarded levels. Then, to leading order, $y_P$ may be replaced by $\Psi_i$, $E$ in the inverse by $E_i(n)$, and $\lambda W_{QQ}$ dropped:
\begin{equation}
E_i-E_i(n)\approx-\sum_{m\in Q}
\frac{|\langle m|\lambda W|\Psi_i\rangle|^2}{\varepsilon_m-E_i(n)} .
\label{eq:trunc}
\end{equation}
This is where the belief has a true kernel. At fixed $n<N$ the error begins, in general, at order $\lambda^2$. But the denominators are distances to the discarded states. Spacings among the retained scalar states that are small compared with $\lambda W$, which ruin a perturbation series when $W$ couples the states concerned, do not enter these denominators; among the retained levels the estimate needs only that those coupled by the omitted term be separated by much more than that term.

\section{A $p$ shell that can be solved in closed form}

Consider a $p$ shell in a crystal with a fourfold axis along $z$. The state $z$ lies at $\Delta$ relative to the degenerate pair $x,y$. With
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+),
\end{equation}
the state $|z{\uparrow}\rangle$, which has $m=0$, couples within the shell only to $|{+}{\downarrow}\rangle$, which has $m=1$. Both have $j_z=1/2$. The diagonal element of $L_zS_z$ is $0$ for the first and $1\cdot(-\tfrac12)$ for the second. The off-diagonal element is $\tfrac12\langle{+}|L_+|z\rangle=\tfrac12\sqrt2=1/\sqrt2$. In a crystal the $z$ and $xy$ states may have different weights inside the atomic sphere, so two radial parameters are needed: $p$ within the $xy$ pair and $q$ between $z$ and the pair. The block is
\begin{equation}
\begin{pmatrix}\Delta&q/\sqrt2\\ q/\sqrt2&-p/2\end{pmatrix},
\qquad (E-\Delta)\left(E+\frac p2\right)=\frac{q^2}{2}.
\label{eq:block}
\end{equation}
Expanding the product gives $E^2-(\Delta-p/2)E-\Delta p/2-q^2/2=0$. The discriminant is $(\Delta-p/2)^2+2\Delta p+2q^2=(\Delta+p/2)^2+2q^2$, so
\begin{equation}
E_\pm=\frac12\left(\Delta-\frac p2\right)\pm\frac12
\sqrt{\left(\Delta+\frac p2\right)^2+2q^2}.
\label{eq:root}
\end{equation}
Diagonalization returns this square root whole. Perturbation theory returns its Taylor series in $\lambda$. Set $p=\lambda p_1$ and $q=\lambda q_1$, with $q_1\neq0$. The square root has branch points where
\begin{equation}
\Delta+\frac{\lambda p_1}{2}=\pm i\sqrt2\,\lambda q_1
\quad\Longrightarrow\quad
\lambda=\frac{\Delta}{-p_1/2\pm i\sqrt2\,q_1}.
\end{equation}
A Taylor series converges up to the nearest singularity in the complex plane and diverges beyond it. Its radius of convergence is therefore
\begin{equation}
\lambda_c=\frac{|\Delta|}{\sqrt{p_1^2/4+2q_1^2}} .
\label{eq:radius}
\end{equation}
For $p=q=\xi$ the square root in the denominator, multiplied by $\lambda$, is $3\xi/2$, and the limit is $\xi=2|\Delta|/3$. For real $\lambda$ nothing singular happens to the levels there. The failure belongs to the expansion.

\section{A crystal calculated both ways}

The numerical case is a model simple cubic crystal with lattice constant $a=5.5$ bohr and one sphere of radius $R=2.5$ bohr per cell. Inside the sphere
\begin{equation}
V(r)=-V_0\left(e^{-r^2/b^2}-e^{-R^2/b^2}\right),\qquad
W=w(r)\,\mathbf L\cdot\mathbf S,\quad w(r)=e^{-r^2/b^2},
\end{equation}
with $V_0=5$ Ha and $b=1.5$ bohr; outside, both vanish. The strength $\lambda=200$ mHa is chosen large on purpose. The basis consists of $N=118$ LAPW functions: plane waves between the spheres, joined in value and slope to combinations of the radial solution $u_l$ and its energy derivative $\dot u_l$ inside. The wave vector is $(0,0,\pi/a)$.

The scalar calculation places the $z$ state at $-541.77$ mHa and the $xy$ pair at $-482.81$ mHa, so $\Delta=-58.96$ mHa. The spin-orbit parameters are $p=93.90$ mHa and $q=88.55$ mHa, both larger than $|\Delta|$. An $s$ state lies lower, and the next scalar level above the $p$ shell is at $312$ mHa in this basis, whose $s$ and $p$ functions are linearized at $-2.0$ and $-0.5$ Ha, far below that energy. This value is only an upper bound: the next level of the crystal is an even, $s$-like state near $86$ mHa, which this basis describes poorly and which an added $s$ local orbital recovers. Being even, that state is not coupled to the $p$ shell by $W$.

Keep $n=4$ states, the $s$ state and the $p$ shell. At this wave vector inversion is a symmetry, and $W$ does not couple the even $s$ state to the odd $p$ states, so Eq.~\eqref{eq:root} applies. The lower root is
\begin{align}
E_-&=\tfrac12(-58.96-46.95)-\tfrac12\sqrt{(-12.01)^2+2(88.55)^2}\nonumber\\
&=-52.95-62.90\approx-115.86\ \text{mHa},
\end{align}
where the last digit follows from unrounded inputs. Measured from the $xy$ level, this puts the lowest $p$-like doublet at $-482.81-115.86=-598.67$ mHa, in agreement with the four-state diagonalization. The one-step calculation in the full spinor basis gives $-599.23$ mHa, or $-16.306$ eV.

The four-state result is thus too high by $0.57$ mHa relative to the one-step value, while spin-orbit coupling has moved the level by $-599.23+541.77=-57.46$ mHa. Equation~\eqref{eq:trunc} predicts an error of $0.56$ mHa. With $n=10$, $20$, $40$ and $80$ the error falls to $0.32$, $0.14$, $0.05$ and $0.01$ mHa. With $n=118$ all levels of the two calculations agree to within $10^{-8}$ mHa, which is numerical rounding.

Perturbation theory behaves differently, even when its sums run over all $118$ scalar states of each spin. The first-order shift of the $z$ state vanishes. The second-order shift from the $p$ shell alone is
\begin{equation}
\frac{(q/\sqrt2)^2}{\Delta}=\frac{q^2}{2\Delta}
=\frac{(88.55)^2}{2(-58.96)}\approx-66.5\ \text{mHa},
\end{equation}
already too large in magnitude. With all states included, the second-order energy is $9.2$ mHa below the one-step value. Higher orders make matters worse. The error oscillates, because the branch points form a complex pair, and grows on the whole rather than at every step: it is $-31$ mHa at fourth order, about $-800$ mHa at eighth, and $1.9\times10^5$ mHa at sixteenth.

The cause is the radius of convergence. Equation~\eqref{eq:radius} gives
\begin{equation}
\lambda_c=200\ \text{mHa}\times
\frac{58.96}{\sqrt{(93.90)^2/4+2(88.55)^2}}\approx88.2\ \text{mHa},
\end{equation}
so $\lambda$ is $2.27$ times too large. The growth of the coefficients of the full series, computed up to order $60$, gives a rough estimate of $90$ mHa, within two percent of this value. The branch point itself, located in a plane-wave basis with discarded states included, lies at $|\lambda|\approx88.2$ mHa. At $\lambda=\lambda_c/2$ the same series does converge to the one-step level: its error is $0.42$ mHa at second order and about $10^{-3}$ mHa in magnitude at eighth.

\section{Where perturbation theory is the better approximation}

Compare the four-state second variation with second-order perturbation theory summed over all states. Their errors vanish with different powers of $\lambda$. Equation~\eqref{eq:block} can be written as $E=\Delta+(q^2/2)/(E+p/2)$. For small $\lambda$, $E$ on the right differs from $\Delta$ by order $\lambda^2$, which affects the result only from order $\lambda^4$. Expanding the denominator in $p/(2\Delta)$ then gives
\begin{equation}
E=\Delta+\frac{q^2}{2\Delta}-\frac{q^2p}{4\Delta^2}+O(\lambda^4).
\end{equation}
Second-order theory summed over all states therefore errs at order $\lambda^3$, whereas truncated second variation errs at order $\lambda^2$. The lower power comes from the discarded states: second-order theory restricted to the retained states would omit the same term and also err at order $\lambda^2$. Halving $\lambda$ from $0.02\lambda_c$ reduces the computed errors by factors of $7.98$ and $4.03$, close to the expected $8$ and $4$.

At $0.02\lambda_c$ the four-state calculation is still the more accurate, with an error of $1.1\times10^{-5}$ mHa against $3.6\times10^{-5}$ mHa. The ratio of these errors is about $3.3$ and shrinks in proportion to $\lambda$, so by extrapolation perturbation theory takes the lead below about $0.006\lambda_c$ in this basis. The crossover depends on the basis, since the four-state error is set by the discarded states that the basis contains. In a converged plane-wave basis the four-state error at $\lambda=200$ mHa is $1.13$ mHa rather than $0.57$ mHa, and the crossover moves to about $0.016\lambda_c$. Truncated second variation is not the better method for every $\lambda$; it is a different approximation.

\section{What keeping all states does not repair}

Agreement with the one-step result is agreement within one basis. For a $p_{1/2}$ state,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right]
=\tfrac12\left[\tfrac34-2-\tfrac34\right]=-1,
\end{equation}
so its radial function inside the sphere obeys an equation with potential $V-\lambda w$. The doublet followed here is not a pure $p_{1/2}$ state, because the crystal field mixes in $p_{3/2}$; the eigenvector of the block in Eq.~\eqref{eq:block} gives it a $p_{1/2}$ angular weight of about $0.95$, so the argument applies approximately. The functions $u_1$ and $\dot u_1$ were computed with $V$ alone, and their combinations do not in general reproduce the changed shape. Raising $n$ cannot help once $n=N$, because the whole basis is then in use.

An independent spinor calculation with $610$ plane waves per spin, which uses no matching at the sphere, puts the doublet at $-599.92$ mHa. This level is itself an upper bound from a finite basis: raising the cutoff from $6$ to $8$ bohr$^{-1}$ lowers it by $0.016$ mHa to $-599.935$ mHa, and a cutoff of $10$ bohr$^{-1}$ changes it by less than $0.001$ mHa more. The differences below refer to the $610$-wave value and are $0.016$ mHa larger against the converged one. The one-step LAPW level, and with it second variation at $n=N$, is $0.69$ mHa higher. Now add to the basis three local orbitals, one for each $m$, built from a radial solution for $V-\lambda w$ and made to vanish in value and slope at the sphere. The difference from the plane-wave level falls to $0.03$ mHa. The same orbitals lower the scalar $z$ level by only $0.005$ mHa, against $0.66$ mHa for the doublet with spin-orbit coupling, so what they supply is mainly radial freedom that the coupling requires. In this model the gain is not tied to the $p_{1/2}$ construction: local orbitals built from $V$ alone at an energy of $2$ Ha also lower the doublet by $0.66$ mHa. Both $V$ and $w$ are smooth at the origin here. In real heavy atoms the $p_{1/2}$ radial function does not vanish at the nucleus, unlike the scalar-relativistic $p$ function, and this model does not contain that effect.

Two separate questions thus decide the accuracy of a second-variational calculation at fixed potential. One is whether $n$ is large enough for the discarded states to matter little, which is checked by raising $n$. The other is whether the scalar basis can describe the spinor states at all, which is checked by enlarging the basis. Neither is a question about the order of an expansion in $\lambda$. The numerical check that follows contains the computed values for the $118$-function basis, its $p_{1/2}$ local orbitals and the $610$-wave doublet; the $p_{1/2}$ weight and the extrapolated crossover follow from them by hand. The level at $86$ mHa, the located branch point, the plane-wave four-state error and crossover, the higher cutoffs and the local orbitals built from $V$ alone are not part of it.

\section*{Computed results}
\begin{verbatim}
lattice constant, sphere radius: 5.5, 2.5 bohr
well depth parameter: 5.0 Ha; Gaussian width: 1.5 bohr
spin-orbit strength lam: 0.2 Ha
LAPW cutoff: 3.5 1/bohr; l_max: 10; N = 118 functions
linearization energies s, p, higher l: [-2.0, -0.5, 0.5] Ha
scalar levels s, z, x, y: [-1.965563 -0.541767 -0.482806 -0.482806] Ha
next scalar level: 0.311965 Ha
axial splitting Delta: -58.9617 mHa
spin-orbit parameters p, q: 93.8955, 88.5533 mHa
one-step doublets: [-1.965563 -0.59923  -0.473321 -0.435951] Ha
lowest p doublet, one-step: -0.599230 Ha = -16.3059 eV
second variation n=4: error 0.56562 mHa
second variation n=10: error 0.32059 mHa
second variation n=20: error 0.14129 mHa
second variation n=40: error 0.05059 mHa
second variation n=80: error 0.01405 mHa
second variation n=118: error 2.7e-12 (abs) mHa
largest |difference| over all levels, n=N: 6.7e-09 mHa
estimated four-state error: 0.55981 mHa
four-state level: -0.598665 Ha; closed root: -0.598665 Ha
predicted convergence radius lam_c: 88.171 mHa
radius from series growth: 89.759 mHa
lam/lam_c: 2.268
perturbation order 2 at lam: error -9.1762e+00 mHa
perturbation order 4 at lam: error -3.0546e+01 mHa
perturbation order 8 at lam: error -7.9821e+02 mHa
perturbation order 16 at lam: error 1.8612e+05 mHa
perturbation order 32 at lam: error 2.3668e+10 mHa
perturbation order 2 at lam_c/2: error 4.19e-01 mHa
perturbation order 8 at lam_c/2: error -9.46e-04 mHa
perturbation order 40 at lam_c/2: error -1.78e-12 mHa
weak coupling 0.02 lam_c: 1.7634 mHa
weak errors, second variation n=4: 1.111e-05 mHa; second order: 3.626e-05 mHa
error ratio on halving lam: second variation 4.031, second order 7.978
plane waves: cutoff 6.0 1/bohr, 610 functions
lowest p doublet, plane waves: -0.599919 Ha
lowest p doublet, LAPW + p1/2 LO: -0.599892 Ha
LAPW minus plane waves: 0.6887 mHa; with LO: 0.0272 mHa
lowering by LO: with spin-orbit 0.6615 mHa, scalar 0.0050 mHa
\end{verbatim}
